# Why Unscreened Acoustic Scattering Gives Doped Graphene a Low-Temperature T⁴ Resistivity

**Q:** When I cool strongly gated graphene, which acoustic phonons can still resist the current?

**A:** Those that the electrons can exchange while staying near the Fermi circle. Let $E=\hbar v_Fk$, with Fermi wavevector $k_F=\sqrt{\pi n}$ and spin-valley degeneracy four. Take one longitudinal branch, $\omega=v_sq$, with $v_s\ll v_F$ and $k_BT\ll E_F$. A phonon then barely changes $k$, and scattering through an angle $\theta$ requires

$$q=2k_F\sin(\theta/2).$$

The largest useful wavevector is $2k_F$, which defines the Bloch-Gruneisen temperature $k_BT_{BG}=2\hbar v_sk_F$. Well below it, thermal phonons have $q\sim k_BT/\hbar v_s\ll 2k_F$, so they turn electrons through small angles.

**Q:** How strong is one such collision?

**A:** The lattice displacement of one mode has squared amplitude $\hbar/(2\rho_mA\omega)$, where $\rho_m$ is the mass per area and $A$ the area. The deformation potential is $D$ times the divergence of the displacement, which brings a factor $q^2$. The Dirac spinors $(1,e^{i\phi})/\sqrt2$ before and after the collision have squared overlap $|1+e^{i\theta}|^2/4=(1+\cos\theta)/2$. Hence

$$|M|^2=\frac{D^2q^2\hbar}{2\rho_mAv_sq}\,\frac{1+\cos\theta}{2}
=\frac{D^2\hbar q}{2A\rho_mv_s}\,\frac{1+\cos\theta}{2}.$$

Absorption multiplies this by the phonon number $N$, emission by $N+1$. "Unscreened" means that $D$ does not depend on $q$. I also keep the phonons in equilibrium with the lattice at rest.

**Q:** How do you turn collisions into a resistivity without assuming a relaxation time?

**A:** Let a force $F=e\mathcal E$, with $\mathcal E$ the field, act on carriers of charge magnitude $e$. Write the change in occupation as $\delta f=(-\partial f/\partial E)\Phi$, with $\Phi=g\cos\phi$. For now take $g$ independent of energy, which means a rigidly shifted Fermi circle.

Since $-\partial f/\partial E=f(1-f)/k_BT$, the ratio $f/(1-f)$ is multiplied by $1+\Phi/k_BT$. In equilibrium, forward and reverse collisions balance. To first order, their net flow is therefore $G(\Phi-\Phi')/k_BT$, where $G$ is the equilibrium flow from $k$ to $k'$. The steady state obeys

$$Fv_F\cos\phi\left(-\frac{\partial f}{\partial E}\right)=\sum_{k'}G\,\frac{\Phi-\Phi'}{k_BT}.$$

Multiply by $\cos\phi$ and sum over $k$. With $\nu=E_F/(2\pi\hbar^2v_F^2)$ states per energy and area for each spin and valley, the left side is $Fv_F\nu A/2$. On the right, averaging $\cos\phi[\cos\phi-\cos(\phi+\theta)]$ over $\phi$ gives $(1-\cos\theta)/2$. Setting $g=Fv_F\tau$,

$$\frac1\tau=\frac{1}{\nu Ak_BT}\sum_{k,k'}G(1-\cos\theta).$$

The current density is $4e\nu v_Fg\langle\cos^2\phi\rangle=2e^2\nu v_F^2\tau\mathcal E$. The conductivity is thus $e^2E_F\tau/(\pi\hbar^2)$, and

$$\rho=\frac{\pi\hbar^2}{e^2E_F\tau}.$$

**Q:** Where does Pauli blocking enter?

**A:** In $G$, which contains $f(1-f')$. Let $x=\hbar\omega/k_BT$ and $N=1/(e^x-1)$. For absorption $E'=E+\hbar\omega$, and

$$f-f'=f(1-f')-f'(1-f)=f(1-f')(1-e^{-x}).$$

Thus $f(1-f')=(f-f')(N+1)$. Because $\int(f-f')\,dE=\hbar\omega$, the energy integral is $\hbar\omega(N+1)$. Reversing the sign of $\hbar\omega$ gives $\hbar\omega N$ for emission. Multiplying by the phonon factors $N$ and $N+1$ makes the two contributions equal, and their sum divided by $k_BT$ is $2xN(N+1)$.

Replacing the two state sums by $\nu A\int dE$ and $\nu A\int dE'\int d\theta/2\pi$ gives

$$\frac1\tau=\nu\frac{2\pi}{\hbar}\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}(1-\cos\theta)\frac{1+\cos\theta}{2}\,\frac{D^2\hbar q}{2\rho_mv_s}\,2xN(N+1).$$

The product of the angular factors is $\sin^2\theta/2$. Inserting $\nu$,

$$\frac1\tau=\frac{E_FD^2}{2\hbar^2v_F^2\rho_mv_s}\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\sin^2\theta\;q\,xN(N+1).$$

**Q:** Now count the powers of temperature for me.

**A:** At small angle $q\simeq k_F|\theta|$. The interval $d\theta=dq/k_F$ supplies one power of $q$, the squared coupling supplies another, and the momentum loss $1-\cos\theta\simeq q^2/(2k_F^2)$ supplies two. The thermal factor depends on $x$ alone and cuts off $x\gg1$. Since $q=xk_BT/\hbar v_s$, the total is $T^4$.

For the coefficient, both signs of $\theta$ contribute:

$$\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\sin^2\theta\,q\,xN(N+1)\simeq\frac{1}{\pi k_F^3}\left(\frac{k_BT}{\hbar v_s}\right)^4\int_0^\infty x^4N(N+1)\,dx.$$

Because $N(N+1)=-dN/dx$, integration by parts gives $4\int_0^\infty x^3N\,dx=4\pi^4/15$. The factor $E_F$ cancels between $1/\tau$ and $\rho$, leaving

$$\boxed{\rho=\frac{2\pi^4}{15}\frac{D^2(k_BT)^4}{e^2\rho_m\hbar^4v_F^2v_s^5k_F^3}},\qquad T\ll T_{BG}.$$

At fixed temperature this falls as $n^{-3/2}$: on a larger circle the same phonon turns an electron through a smaller angle. The momentum loss then supplies $k_F^{-2}$, and the narrower angular interval $d\theta=dq/k_F$ supplies the remaining $k_F^{-1}$.

**Q:** How can I tell that each ingredient really contributes its power?

**A:** Remove one at a time from the angular integral at $T=0.001\,T_{BG}$. The complete rate has exponent 4.00. Without the momentum-loss weight it is 2.00, and with a coupling independent of $q$ it is 3.00. Removing the Dirac overlap leaves 4.00, because that overlap tends to one at small angle. The suppression of backscattering therefore does not set the power.

**Q:** Phonons live in a plane. Why isn't the phase space $q\,dq$, with one more power of $T$?

**A:** You may count that way, but then energy conservation must be included. An electron moving at angle $\alpha$ to $\mathbf q$ absorbs the phonon if $\hbar v_F(|\mathbf k+\mathbf q|-k)=\hbar v_sq$, that is $\cos\alpha\simeq v_s/v_F-q/2k$. Both terms are small for $q\ll2k_F$. Hence $\mathbf q$ is nearly tangent to the Fermi circle, and

$$\int\frac{d\alpha}{2\pi}\,\delta(\hbar v_F|\mathbf k+\mathbf q|-\hbar v_Fk-\hbar v_sq)\simeq\frac{1}{\pi\hbar v_Fq}.$$

This $1/q$ cancels the extra $q$. To see it in full, calculate the rate at which electrons absorb a phonon, net of emission. The energy integral of $f-f'$ is $\hbar v_sq$, so for four spin-valley species

$$\gamma_q=4\,\frac{2\pi}{\hbar}\,\frac{D^2\hbar q}{2\rho_mv_s}\,\hbar v_sq\,\frac{\nu}{\pi\hbar v_Fq}
=\frac{2D^2qE_F}{\pi\rho_m\hbar^2v_F^3}.$$

Let the electrons drift at velocity $u$. They drive each mode towards the occupation $N(\omega-\mathbf q\cdot\mathbf u)$. To first order the net emission rate is $\gamma_q\hbar\mathbf q\cdot\mathbf u\,N(N+1)/k_BT$. Equating the momentum given to the phonons to the electric force $ne\mathcal E$, with current $neu$ and $\langle q_x^2\rangle=q^2/2$,

$$\rho=\frac{1}{n^2e^2}\int_0^\infty\frac{q\,dq}{2\pi}\,\frac{\hbar^2q^2}{2}\,\gamma_q\frac{N(N+1)}{k_BT}.$$

The integrand has $q^4dq$, which gives $T^5$, and the denominator removes one power. Substituting $\gamma_q$, $n=k_F^2/\pi$ and $E_F=\hbar v_Fk_F$,

$$\rho=\frac{D^2\hbar}{2e^2\rho_mv_F^2k_F^3k_BT}\left(\frac{k_BT}{\hbar v_s}\right)^5\frac{4\pi^4}{15},$$

which is the boxed result again, including its coefficient.

**Q:** You assumed a rigid shift. Electrons at different energies have different collision rates, so why should the coefficient survive?

**A:** Let $g$ depend on energy. At vanishing angle the collision term contains $g(E)-g(E')$, which evens out the energy dependence. Its rate lacks the momentum-loss weight and scales as $T^2$. A constant $g$ escapes this process and decays at the slower $T^4$ rate. The force term adds no energy dependence, because $v_F$ is the same at all energies on the Dirac cone. The energy-dependent part of $g$ is therefore smaller than the constant part by order $(T/T_{BG})^2$, and the rigid-shift coefficient becomes exact within this model as $T/T_{BG}\to0$.

Solving the energy-resolved linearized Boltzmann equation tests this argument. In the example below, its resistivity is 0.996 of the rigid-shift value at 5 K and 0.950 at 20 K. Giving each energy its own momentum-relaxation time and averaging those times gives only 0.66 of the full resistivity at 5 K. That procedure ignores the exchange between energies.

**Q:** Let's have numbers for a graphene conductor.

**A:** Take $n=4\times10^{13}$ cm$^{-2}$, $D=20$ eV, $v_s=20$ km/s, $v_F=10^6$ m/s and $\rho_m=7.6\times10^{-7}$ kg/m$^2$. These are rough values for strongly gated graphene. They give $k_F=1.121$ nm$^{-1}$, $E_F=0.738$ eV and $T_{BG}=342.5$ K.

At 20 K the momentum-loss rate with all angles kept is $5.88\times10^9$ s$^{-1}$. With $\pi\hbar/e^2=12.9$ kΩ and $\hbar=6.58\times10^{-16}$ eV s,

$$\rho=12.9\times10^3\,\Omega\times\frac{(6.58\times10^{-16})(5.88\times10^9)}{0.738}\simeq0.068\,\Omega.$$

This is a sheet resistance. The $T^4$ law gives 0.071 Ω and the full Boltzmann solution 0.064 Ω. The rate of all collisions is $1.13\times10^{11}$ s$^{-1}$, about 19 times the momentum-loss rate, so an average collision removes about 5% of the forward momentum.

**Q:** Is 20 K already "well below"?

**A:** It is near the edge. The small-angle integrand $x^4N(N+1)$ peaks at $x=3.83$, not at one. At 20 K this means $q=0.50$ nm$^{-1}$ and a scattering angle of 26°.

For a rigid shift, the first correction follows from the exact angular measure. With $y=q/2k_F=xT/T_{BG}$, we have $\sin^2\theta=4y^2(1-y^2)$ and $d\theta=2dy/\sqrt{1-y^2}$. The small-angle integrand thus acquires the factor $\sqrt{1-y^2}\simeq1-y^2/2$. The average of $x^2$ with weight $x^4N(N+1)$ is

$$\frac{6!\,\zeta(6)}{4!\,\zeta(4)}=\frac{16\pi^6/21}{4\pi^4/15}=\frac{20\pi^2}{7},$$

where $\zeta$ is the Riemann zeta function. To this order the rigid-shift resistivity is therefore the $T^4$ law times $1-(10\pi^2/7)(T/T_{BG})^2$. The complete angular integral falls 10% below the law at 27 K, or $0.079\,T_{BG}$. Letting the shift vary with energy lowers the resistivity further, by an amount that is also of order $(T/T_{BG})^2$ and about as large. Without impurities, the full solution is therefore already about 10% below the law at 20 K. At 5 K its deficit is 0.7%.

**Q:** What takes over when I warm the sample?

**A:** For $T\gg T_{BG}$, $xN(N+1)\to1/x$, and $q/x=k_BT/\hbar v_s$ leaves the integral. The angular average of $\sin^2\theta$ is $1/2$, so

$$\frac1\tau=\frac{E_FD^2k_BT}{4\hbar^3v_F^2\rho_mv_s^2},\qquad
\rho=\frac{\pi D^2k_BT}{4e^2\hbar v_F^2\rho_mv_s^2}.$$

This is linear in $T$ and independent of density. Dividing the $T^4$ law by it gives $(64\pi^3/15)(T/T_{BG})^3$, so the two laws extrapolate to the same value at $0.196\,T_{BG}$, about 67 K here. The crossover is gradual: the local exponent of the rigid-shift result is 3.3 at 40 K, 2.1 at 80 K and 1.1 at 300 K. At 300 K the full solution gives 38.4 Ω, against 40.6 Ω from the linear law.

**Q:** Doped graphene is a metal. Won't its electrons screen the potential?

**A:** They will screen a scalar potential, and this would change the power of temperature. In static linear response, the density of states $4\nu$ and the planar Coulomb interaction $e^2/(2\epsilon_0\kappa q)$ give a dielectric factor $1+q_{TF}/q$, with

$$q_{TF}=\frac{4\nu e^2}{2\epsilon_0\kappa}=\frac{e^2k_F}{\pi\epsilon_0\kappa\hbar v_F}.$$

For a surrounding dielectric constant $\kappa=2.5$, $q_{TF}=3.5k_F$. At small $q$ the squared coupling gains $(q/q_{TF})^2$, which changes $T^4$ to $T^6$. The numerical exponent at $0.001\,T_{BG}$ is 5.99. At 20 K, screening the same $D$ leaves 2.0% of the unscreened resistivity for a rigid shift.

So in the $T^4$ law $D$ has to be read as the effective strength of a coupling that survives screening. This reading is limited to small angles. A strain-induced gauge field, averaged over crystal directions, lacks the factor $(1+\cos\theta)/2$ and allows backscattering. With the same $T^4$ law, its linear law is four times larger, because the angular average of $1-\cos\theta$ is 1, against $1/4$ with that factor. At low temperature this averaging is valid only if defect scattering keeps the shift rigid. The longitudinal gauge coupling vanishes in six directions around the Fermi circle, so in a defect-free sheet that branch alone gives $T^5$; adding the transverse branch restores $T^4$, with a coefficient below the direction-averaged one.

If collisions with single in-plane acoustic phonons cause the temperature dependence, a $T^4$ law measured over a wide range far below $T_{BG}$ would support a squared coupling that vanishes in proportion to $q$ at small angle, rather than as the $q^3$ of a screened potential. It would not identify the microscopic origin of that coupling. A narrow range is not enough: in this example the local exponent of the screened rigid-shift result also passes through 4, near 43 K, as it falls from 6 towards 1.

**Q:** How would this compare with a real interconnect or a gated sample?

**A:** The chosen density is high, in the range of electrolyte gating rather than an ordinary oxide gate. The value of $D$ is an uncertain effective parameter; halving it at fixed other inputs would quarter the phonon resistivity. Real samples also have defects. For an assumed impurity mean free path of 200 nm the residual resistance is 58 Ω, about 850 times the phonon part at 20 K, so the $T^4$ term must be extracted from a very small change. Such strong elastic scattering keeps the shift almost rigid, so the phonons add 0.067 Ω, close to the rigid-shift value and 5% below the $T^4$ law, rather than the impurity-free 0.064 Ω. At 300 K, a layer thickness of 0.335 nm converts the phonon part of this scalar-potential model to 1.3 µΩ cm. Adding the same residual resistance would contribute another 1.9 µΩ cm. Room-temperature interconnects lie outside the $T^4$ regime.

**Q:** Could the phonons themselves be carried along by the current?

**A:** Yes, and that would reduce the resistance. Suppose other processes relax a phonon mode's drift $w$ at a rate $\gamma_o$. Its steady state obeys $\gamma_q(u-w)=\gamma_ow$, so the drag on the electrons is multiplied by

$$\frac{u-w}{u}=\frac{\gamma_o}{\gamma_o+\gamma_q}.$$

For the most heavily weighted phonon at 20 K, the path set by electron absorption is $v_s/\gamma_q=0.45$ µm. If edges, substrate or defects limit its path to the same length, that mode's contribution is halved. The equilibrium assumption needs a much shorter path from those other processes.

**Q:** Which remaining approximations should I keep in mind?

**A:** In a nearest-neighbour tight-binding band, the energy at radius $k_F$ varies by ±4% around the circle. The ratio $k_BT/E_F$ is 0.002 at 20 K and 0.035 at 300 K, so the electrons remain degenerate. An optical phonon of 0.16 eV has occupation 0.002 at 300 K, but its resistance also depends on a coupling not calculated here. Transverse, flexural and substrate phonons are omitted too. The remaining values are in the numerical output below.

## Computed values

```
density = 4.0e+13 cm^-2; D = 20.0 eV
vs = 20.0 km/s; vF = 1.0e+06 m/s
mass per area = 7.60e-07 kg/m^2
kF = 1.1210 nm^-1; EF = 0.7379 eV
T_BG = 342.5 K; 20 K/T_BG = 0.0584
T (K), rigid-shift rho (ohm), T^4 law (ohm), local exponent:
      5  2.7760e-04  2.7844e-04  3.994
     10  4.4008e-03  4.4550e-03  3.975
     20  6.7654e-02  7.1280e-02  3.885
     40  8.6549e-01  1.1405e+00  3.318
     80  5.6705e+00  1.8248e+01  2.103
    300  3.8471e+01  3.6086e+03  1.106
Full Boltzmann rho (ohm), ratio to rigid-shift rho:
    2.5 K  1.7371e-05  0.99893
    5.0 K  2.7659e-04  0.99637
   20.0 K  6.4271e-02  0.94999
  300.0 K  3.8404e+01  0.99825
full Boltzmann exponent, 2.5 to 5 K = 3.9930
tau-averaged/full rho at 5 K = 0.6614
phonon-balance rho at 5 K = 2.7765e-04 ohm
phonon-balance rho at 20 K = 6.7667e-02 ohm
Exponents of collision rate at T/T_BG = 0.001:
  complete: 4.0000
  no momentum-loss weight: 2.0000
  coupling without q: 3.0000
  no Dirac overlap: 4.0000
  screened potential: 5.9921
density exponent: low T -1.5000, high T -0.0017
correction coefficient: numerical 14.141, formula 14.099
rigid-shift rho 10% below T^4 law at 27.15 K = 0.0793 T_BG
linear high-T law evaluated at 300 K = 40.589 ohm
bulk equivalent at 300 K, layer 0.335 nm = 1.287 microohm cm
most weighted phonon: x = 3.830; at 20 K q = 0.5014 nm^-1
its scattering angle at 20 K = 25.85 deg
all-collision rate at 20 K = 1.1339e+11 s^-1
momentum-loss rate at 20 K = 5.8762e+09 s^-1
kappa = 2.5; screening q_TF/kF = 3.500
screened/unscreened rho at 20 K = 0.02009
residual rho for 200 nm path = 57.57 ohm
phonon path set by electrons at 20 K = 0.448 um
trigonal energy variation at kF = +/-3.99 %
kB T/EF: 20 K 0.00234, 300 K 0.03504
optical phonon 0.16 eV: occupation at 300 K = 2.056e-03
```
